# Ionization and back-attraction of sputtered metal from HiPIMS deposition rates: a numerical check

```python
"""Ionization and back-attraction in high-power impulse magnetron sputtering.

Result under test:
    alpha = 1 - R (1 - F),    beta = (1 - R) / alpha
alpha : probability that a sputtered metal atom is ionized near the target
beta  : probability that such an ion returns to the target and sticks there
R     : HiPIMS deposition rate / dc rate at equal GROSS sputtered flux
F     : ion share of the metal flux reaching the substrate in HiPIMS
With unequal conditions: q = (gross sputtering x neutral transport) relative
to the reference, k = ion transport / neutral transport, and
    alpha = 1 - R (1 - F) / q,    beta = 1 - R F / (q k alpha)
Independent check: random trajectories of sputtered atoms in a plasma layer.
"""
import numpy as np
import sympy as sp
from scipy.constants import e, k as k_B, atomic_mass
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq


def invert(R, F, q=1.0, k=1.0):
    alpha = 1 - R * (1 - F) / q
    return alpha, 1 - R * F / (q * k * alpha)


# ---- symbolic solution of the particle balance --------------------------
a, b, r, f = sp.symbols("a b r f", positive=True)
solution = sp.solve([1 - a * b - r, a * (1 - b) - f * r], [a, b], dict=True)
assert len(solution) == 1
assert sp.simplify(solution[0][a] - (1 - r * (1 - f))) == 0
assert sp.simplify(solution[0][b] - (1 - r) / (1 - r * (1 - f))) == 0

# bounds, checked by scanning the forward balance over all probabilities
A, B = np.meshgrid(np.linspace(0.01, 0.99, 99), np.linspace(0, 1, 101))
R_scan = 1 - A * B
F_scan = A * (1 - B) / R_scan
assert np.all(A >= 1 - R_scan - 1e-12) and np.all(B >= 1 - R_scan - 1e-12)
assert np.all(A >= F_scan - 1e-12)

# ---- example data: rough values typical of titanium HiPIMS --------------
rate_dc, rate_hip, rate_neutral = 40.0, 18.0, 12.6      # nm/min
rel_error = 0.03
R = rate_hip / rate_dc
F = 1 - rate_neutral / rate_hip
alpha, beta = invert(R, F)
assert abs(alpha - (1 - rate_neutral / rate_dc)) < 1e-12
assert abs(beta - (rate_dc - rate_hip) / (rate_dc - rate_neutral)) < 1e-12

# linear error propagation from the three independent readings
gap = rate_dc - rate_neutral
err_alpha = rate_neutral / rate_dc * np.sqrt(2) * rel_error
err_beta = rel_error * np.sqrt(
    (rate_hip / gap) ** 2
    + (rate_neutral * (rate_dc - rate_hip) / gap**2) ** 2
    + (rate_dc * (rate_hip - rate_neutral) / gap**2) ** 2)
rng = np.random.default_rng(11)
noise = 1 + rel_error * rng.standard_normal((3, 400000))
d0, d1, dn = rate_dc * noise[0], rate_hip * noise[1], rate_neutral * noise[2]
alpha_s, beta_s = invert(d1 / d0, 1 - dn / d1)
assert abs(alpha_s.std() / err_alpha - 1) < 0.03   # nonlinearity + sampling
assert abs(beta_s.std() / err_beta - 1) < 0.03

# ---- microscopic model: quadrature --------------------------------------
mass = 47.867 * atomic_mass       # titanium atom, kg
binding = 4.9                     # surface binding energy, eV (rough)
layer = 0.02                      # ionization layer thickness, m
distance, radius = 0.10, 0.05     # substrate distance and radius, m


def axial_speed(u):
    """Axial speed at cumulative probability u = Ez / (Ez + binding)."""
    return np.sqrt(2 * e * binding * u / (1 - u) / mass)


def ionized_fraction(freq):
    return quad(lambda u: -np.expm1(-freq * layer / axial_speed(u)),
                0, 1, limit=200)[0]


def returned_fraction(freq, drop):
    def integrand(u):
        energy = binding * u / (1 - u)
        reach = layer * (1 - energy / drop)   # ions born below this return
        return -np.expm1(-freq * reach / axial_speed(u))
    return quad(integrand, 0, drop / (drop + binding), limit=200)[0]


freq = brentq(lambda x: ionized_fraction(x) - alpha, 1e3, 1e8)
drop = brentq(lambda x: returned_fraction(freq, x) - alpha * beta, 0.1, 1e4)

# ---- microscopic model: random trajectories -----------------------------
N = 1500000


def fly(seed, frequency):
    """Return masks: neutral, escaped ion, returned, equal loss, disc hit."""
    gen = np.random.default_rng(seed)
    root = np.sqrt(gen.random(N))
    energy = binding * root / (1 - root)          # Thompson spectrum
    cos2 = 1 - gen.random(N)                      # cosine emission law
    speed = np.sqrt(2 * e * energy / mass)
    vz, vr = speed * np.sqrt(cos2), speed * np.sqrt(1 - cos2)
    if frequency > 0:
        birth = vz * gen.exponential(1 / frequency, N)
    else:
        birth = np.full(N, np.inf)
    ionized = birth < layer
    birth = np.minimum(birth, layer)
    decel = e * drop / (mass * layer)
    returned = ionized & (birth + vz**2 / (2 * decel) < layer)
    v_out = np.sqrt(np.maximum(vz**2 - 2 * decel * (layer - birth), 1e-6))
    time = birth / vz + (vz - v_out) / decel + (distance - layer) / v_out
    survives = gen.random(N) < 0.6                # equal transport loss
    return (~ionized, ionized & ~returned, returned, survives,
            vr * time < radius)


def substrate(run, column):
    neutral = np.sum(run[0] & run[column])
    ion = np.sum(run[1] & run[column])
    return neutral + ion, ion / (neutral + ion)


hip, ref = fly(1, freq), fly(2, 0.0)
total_hip, F_mc = substrate(hip, 3)
total_ref, _ = substrate(ref, 3)
R_mc = total_hip / total_ref
alpha_mc, beta_mc = invert(R_mc, F_mc)
assert abs(R_mc - R) < 0.004 and abs(F_mc - F) < 0.004    # sampling noise
assert abs(alpha_mc - alpha) < 0.005 and abs(beta_mc - beta) < 0.005

# equal net weight loss of the target: the rate ratio loses all information
R_net = (total_hip / (N - hip[2].sum())) / (total_ref / N)
assert abs(R_net - 1) < 0.01

# reference discharge that itself ionizes, with a 20 times lower frequency
weak = fly(3, freq / 20)
alpha_dc = ionized_fraction(freq / 20)
p0 = returned_fraction(freq / 20, drop)
R_weak = total_hip / substrate(weak, 3)[0]
fixed = invert(R_weak, F_mc, q=1 / (1 - p0))
assert abs(fixed[0] - alpha) < 0.005 and abs(fixed[1] - beta) < 0.005
naive_dc = invert(R / (1 - p0), F)

# finite substrate without gas collisions: transport is no longer equal
total_disc, F_disc = substrate(hip, 4)
R_disc = total_disc / substrate(ref, 4)[0]
naive_disc = invert(R_disc, F_disc)
hip2, ref2 = fly(4, freq), fly(5, 0.0)            # independent acceptances
accept_n = hip2[4][hip2[0]].mean()
accept_i = hip2[4][hip2[1]].mean()
accept_ref = ref2[4].mean()
q_disc, k_disc = accept_n / accept_ref, accept_i / accept_n
fixed = invert(R_disc, F_disc, q_disc, k_disc)
assert abs(fixed[0] - alpha) < 0.01 and abs(fixed[1] - beta) < 0.01
assert abs(accept_ref - radius**2 / (radius**2 + distance**2)) < 0.003
assert q_disc > 1      # surviving neutrals are directed more forward

# ---- averages over a pulse with changing probabilities ------------------
t = np.linspace(0, 1, 4001)
flux = t * (1 - t)
al_t, be_t = 0.9 * (1 - np.exp(-3 * t)), 0.9 - 0.3 * t
gross = trapezoid(flux, t)
out_n = trapezoid(flux * (1 - al_t), t)
out_i = trapezoid(flux * al_t * (1 - be_t), t)
al_p, be_p = invert((out_n + out_i) / gross, out_i / (out_n + out_i))
al_w = np.average(al_t, weights=flux)
be_w = np.average(be_t, weights=flux * al_t)
assert abs(al_p - al_w) < 1e-6 and abs(be_p - be_w) < 1e-6
al_plain, be_plain = trapezoid(al_t, t), trapezoid(be_t, t)
assert abs(al_p - al_plain) > 0.01 and abs(be_p - be_plain) > 0.01

# ---- self-sputtering, summed generation by generation -------------------
yield_self = 0.6
p = alpha * beta
generation, gross_sum, film_sum = 1.0, 0.0, 0.0
for _ in range(200):
    gross_sum += generation
    film_sum += generation * (1 - p)
    generation *= yield_self * p
self_share = yield_self * p
R_gas = (1 - p) / (1 - yield_self * p)
assert abs((gross_sum - 1) / gross_sum - self_share) < 1e-12
assert abs(film_sum - R_gas) < 1e-12

# ---- equal average power instead of equal gross sputtering --------------
V_dc, V_hip, exponent = 400.0, 600.0, 0.5         # yield ~ V**exponent
q_power = (V_hip**exponent / V_hip) / (V_dc**exponent / V_dc)
at_power = invert(R, F, q=q_power)

# ---- gas collisions -----------------------------------------------------
pressure_mtorr, gas_T, sigma = 5.0, 400.0, 2e-19  # mTorr, K, m^2 (rough)
pressure = pressure_mtorr * 1e-3 * 101325 / 760
free_path = k_B * gas_T / (pressure * sigma)

print(f"rates dc, HiPIMS, neutral: {rate_dc}, {rate_hip}, {rate_neutral} nm/min")
print(f"relative error of each rate: {100*rel_error:.0f} %")
print(f"R = {R:.3f}, F = {F:.3f} (no unit, as all fractions below)")
print(f"neutral part R(1-F) = {R*(1-F):.3f}, ion part RF = {R*F:.3f}")
print(f"returned part alpha*beta = {p:.3f}")
print(f"alpha = {alpha:.3f} +- {err_alpha:.3f}")
print(f"beta  = {beta:.3f} +- {err_beta:.3f}")
print(f"sampled errors: alpha {alpha_s.std():.3f}, beta {beta_s.std():.3f}")
print("-- microscopic titanium model")
print(f"binding energy {binding} eV, layer {100*layer:.0f} cm")
print(f"ionization frequency needed: {freq:.3e} 1/s")
print(f"potential drop needed: {drop:.1f} V")
print(f"atoms per run: {N}")
print(f"trajectories: R = {R_mc:.4f}, F = {F_mc:.4f}")
print(f"recovered: alpha = {alpha_mc:.4f}, beta = {beta_mc:.4f}")
print(f"rate ratio at equal net weight loss: {R_net:.4f}")
print("-- dc reference with 1/20 of the ionization frequency")
print(f"its ionized part {alpha_dc:.4f}, returned part p0 = {p0:.4f}")
print(f"R would read {R/(1-p0):.4f}")
print(f"uncorrected alpha = {naive_dc[0]:.3f}, beta = {naive_dc[1]:.3f}")
print("-- finite substrate, no gas collisions")
print(f"distance {100*distance:.0f} cm, radius {100*radius:.0f} cm")
print(f"acceptance: reference {accept_ref:.4f}, neutrals {accept_n:.4f}, "
      f"ions {accept_i:.4f}")
print(f"q = {q_disc:.3f}, k = {k_disc:.3f}")
print(f"apparent R = {R_disc:.3f}, F = {F_disc:.3f}")
print(f"uncorrected alpha = {naive_disc[0]:.3f}, beta = {naive_disc[1]:.3f}")
print(f"corrected alpha = {fixed[0]:.3f}, beta = {fixed[1]:.3f}")
print("-- unequal ion transport, example R and F")
for ratio in (0.7, 1.3):
    al_k, be_k = invert(R, F, k=ratio)
    print(f"k = {ratio}: alpha = {al_k:.3f}, beta = {be_k:.3f}")
print(f"smallest k allowed by beta >= 0: {R*F/alpha:.3f}")
print("-- rates compared at equal average power")
print(f"voltages dc {V_dc:.0f} V, HiPIMS {V_hip:.0f} V, exponent {exponent}")
print(f"q = {q_power:.3f}: alpha = {at_power[0]:.3f}, beta = {at_power[1]:.3f}")
print("-- pulse averages (model pulse)")
print(f"recovered alpha {al_p:.4f}, flux-weighted {al_w:.4f}, "
      f"plain time mean {al_plain:.4f}")
print(f"recovered beta {be_p:.4f}, ion-weighted {be_w:.4f}, "
      f"plain time mean {be_plain:.4f}")
print("-- self-sputtering")
print(f"yield {yield_self}: share of gross sputtering {self_share:.3f}")
print(f"rate ratio at fixed gas-ion flux: {R_gas:.3f}")
print("-- gas collisions")
print(f"{pressure_mtorr} mTorr = {pressure:.3f} Pa, {gas_T:.0f} K, "
      f"cross section {sigma:.0e} m^2")
print(f"mean free path {100*free_path:.1f} cm, "
      f"collisions to substrate {distance/free_path:.1f}")
print("checks complete")
```

Running it gives:

```
rates dc, HiPIMS, neutral: 40.0, 18.0, 12.6 nm/min
relative error of each rate: 3 %
R = 0.450, F = 0.300 (no unit, as all fractions below)
neutral part R(1-F) = 0.315, ion part RF = 0.135
returned part alpha*beta = 0.550
alpha = 0.685 +- 0.013
beta  = 0.803 +- 0.024
sampled errors: alpha 0.013, beta 0.024
-- microscopic titanium model
binding energy 4.9 eV, layer 2 cm
ionization frequency needed: 2.805e+05 1/s
potential drop needed: 23.0 V
atoms per run: 1500000
trajectories: R = 0.4516, F = 0.2994
recovered: alpha = 0.6836, beta = 0.8022
rate ratio at equal net weight loss: 1.0027
-- dc reference with 1/20 of the ionization frequency
its ionized part 0.0862, returned part p0 = 0.0734
R would read 0.4856
uncorrected alpha = 0.660, beta = 0.779
-- finite substrate, no gas collisions
distance 10 cm, radius 5 cm
acceptance: reference 0.1999, neutrals 0.2748, ions 0.1870
q = 1.375, k = 0.680
apparent R = 0.557, F = 0.226
uncorrected alpha = 0.569, beta = 0.779
corrected alpha = 0.687, beta = 0.804
-- unequal ion transport, example R and F
k = 0.7: alpha = 0.685, beta = 0.718
k = 1.3: alpha = 0.685, beta = 0.848
smallest k allowed by beta >= 0: 0.197
-- rates compared at equal average power
voltages dc 400 V, HiPIMS 600 V, exponent 0.5
q = 0.816: alpha = 0.614, beta = 0.731
-- pulse averages (model pulse)
recovered alpha 0.6502, flux-weighted 0.6502, plain time mean 0.6149
recovered beta 0.7337, ion-weighted 0.7337, plain time mean 0.7500
-- self-sputtering
yield 0.6: share of gross sputtering 0.330
rate ratio at fixed gas-ion flux: 0.672
-- gas collisions
5.0 mTorr = 0.667 Pa, 400 K, cross section 2e-19 m^2
mean free path 4.1 cm, collisions to substrate 2.4
checks complete
```
